\section*{Heading error from nonlinear Zeeman splitting in potassium and caesium magnetometers}

\section*{The lines}

\noindent Q: When I turn my caesium magnetometer in the Earth's field, the reading moves by some nanotesla. A Larmor frequency should depend on $|B|$ alone. Where do I begin looking?

\medskip\noindent A: With the levels, which are not evenly spaced. Energies here are $E/h$ in hertz and fields are in tesla. For the ground state, $J=1/2$, with $\mathbf B$ along $z$ and $b=\mu_BB/h$,
\begin{equation}
H=A\,\mathbf I\cdot\mathbf J+b\,(g_JJ_z+g_II_z),\qquad g_I=-\frac{\mu_I}{I\mu_B},
\end{equation}
so $g_I<0$ for a positive nuclear moment $\mu_I$. Take $A>0$, $N=2I+1$, and the zero-field splitting $\Delta=AN/2$. Since $F_z=I_z+J_z$ commutes with $H$, a given $m$ couples the two states $|m_J=\tfrac12,m_I=m-\tfrac12\rangle$ and $|m_J=-\tfrac12,m_I=m+\tfrac12\rangle$. From $\mathbf I\cdot\mathbf J=I_zJ_z+\tfrac12(I_+J_-+I_-J_+)$,
\begin{align}
H_{11}&=\tfrac A2(m-\tfrac12)+b[\tfrac12g_J+g_I(m-\tfrac12)],\\
H_{22}&=-\tfrac A2(m+\tfrac12)+b[-\tfrac12g_J+g_I(m+\tfrac12)],\\
H_{12}^2&=\tfrac{A^2}4[I(I+1)-(m-\tfrac12)(m+\tfrac12)]=\tfrac{A^2}4[\tfrac{N^2}4-m^2].
\end{align}
Put $A=2\Delta/N$, $a=2m/N$ and $x=(g_J-g_I)b/\Delta$. The mean of the diagonal elements is $-\Delta/2N+g_Ibm$, their half-difference is $(\Delta/2)(a+x)$, and $H_{12}^2=(\Delta^2/4)(1-a^2)$. The eigenvalues are the mean plus or minus the root of (half-difference)$^2+H_{12}^2$, and $(a+x)^2+1-a^2=1+2ax+x^2$. This is the Breit-Rabi formula,
\begin{equation}
E_\pm(m)=-\frac{\Delta}{2N}+g_Ibm\pm\frac\Delta2\sqrt{1+2ax+x^2},
\end{equation}
with $+$ for $F=I+\tfrac12$ and $-$ for $F-1$. For $m=\pm N/2$ one basis state exists, and $H_{11}$ or $H_{22}$ gives $E_+$ with the root read as $1\pm x$.

For $x\ll1$ set $u=2ax+x^2$ in $\sqrt{1+u}=1+u/2-u^2/8+u^3/16-\dots$, with $u^2=4a^2x^2+4ax^3+\dots$ and $u^3=8a^3x^3+\dots$:
\begin{equation}
\sqrt{1+2ax+x^2}=1+ax+\tfrac12(1-a^2)x^2-\tfrac12a(1-a^2)x^3+O(x^4).
\end{equation}
The $x^2$ term is level repulsion. The Zeeman term equals $g_IbF_z+\Delta xJ_z$. The linear term $\Delta ax/2$ shows that $\langle F,m|J_z|F,m\rangle=a/2=m/N$. Because $J_z^2=1/4$ and the block has two states, $|\langle F-1,m|J_z|F,m\rangle|^2=(1-a^2)/4$. Second-order perturbation theory then raises the upper level by $(\Delta x)^2(1-a^2)/4\Delta$, which is the term above times $\Delta/2$. Levels near $m=0$ are pushed most, and the stretched levels, which have no partner, are not pushed.

The resonances are $\nu_m=E_+(m)-E_+(m-1)$. Define
\begin{equation}
f=\frac{\Delta x}{N},\qquad q=\frac{f^2}{\Delta},\qquad \nu_0=f+g_Ib,\qquad \bar m=m-\tfrac12 ,
\end{equation}
and use $m^2-(m-1)^2=2\bar m$ and $m^3-(m-1)^3=3\bar m^2+\tfrac14$. The linear terms give $g_Ib+(\Delta x/2)(2/N)=\nu_0$. The quadratic term gives $-(\Delta x^2/4)(4/N^2)\,2\bar m=-2q\bar m$. The cubic term gives $-(\Delta x^3/4)[2/N-(8/N^3)(3\bar m^2+\tfrac14)]$, and $\Delta x^3/N^3=f^3/\Delta^2$. Together,
\begin{equation}
\nu_m=\nu_0-2q\bar m+\frac{f^3}{\Delta^2}\Big(6\bar m^2+\frac12-\frac{N^2}2\Big)+O(\Delta x^4).
\label{lines}
\end{equation}
To second order there are $2F$ lines, $2q$ apart and symmetric about $\nu_0$, with $m=F$ lowest. They span $2nq$, where $n=2F-1=2I$. In the lower manifold the root changes sign, so the precession is reversed and $E_-(m-1)-E_-(m)=f-g_Ib-2q\bar m+\dots$, centred $2|g_I|b$ above $\nu_0$.

\medskip\noindent Q: How large is $q$ for the two atoms I can buy cells of?

\medskip\noindent A: Take $B=50\ \mu$T, so $b=699.8$ kHz. For $^{133}$Cs, $I=7/2$ and $\Delta=9.1926$ GHz, the value that defines the second. For $^{39}$K, $I=3/2$ and $\Delta\approx0.46$ GHz, a rough measured size. The moments $\mu_I\approx0.39\,\mu_N$ (K) and $2.6\,\mu_N$ (Cs) are rough in the same sense. For $g_J$ I use the free-electron $2.002319$, which leaves out bound-state corrections. Since $f$ does not depend on $\Delta$ and $q\propto1/\Delta$, the two-figure $\Delta$ makes the potassium $q$ good to about 1\%; further digits serve to follow small differences within the model. With measured constants ($\Delta=461.72$ MHz, $g_J=2.00229$ for K and $2.00254$ for Cs, measured moments) the potassium $q$ below falls from 266.8 to 265.8 Hz and its narrow-line positions move by 3 Hz, the caesium $\gamma$ rises from 3.4982 to 3.4986 Hz/nT and its lower-manifold offset falls from 566 to 558 Hz; the swings of 1.47 nT and 0.054 nT found later keep their digits.

With $\mu_N/h=7.6226$ MHz/T and $\mu_B/h=13.996$ GHz/T, potassium has $g_I=-0.39\times7.6226\times10^6/(1.5\times1.3996\times10^{10})=-1.416\times10^{-4}$, and
\begin{align*}
x&=2.002461\times699.8\times10^3/4.6\times10^8=3.046\times10^{-3},\\
f&=4.6\times10^8\times3.046\times10^{-3}/4=350.3\ \text{kHz},\\
q&=(350.3\times10^3)^2/4.6\times10^8=266.8\ \text{Hz}.
\end{align*}
Then $\nu_0=350.2$ kHz and the scale factor is $\gamma=\nu_0/B=7.005$ Hz/nT. The spacing $2q$ is 534 Hz, or 76 nT, and the span is 1601 Hz. For caesium, $g_I=-4.05\times10^{-4}$, $x=1.525\times10^{-4}$, $f=175.2$ kHz, $\nu_0=174.9$ kHz, $\gamma=3.498$ Hz/nT and $q=(175.2\times10^3)^2/9.1926\times10^9=3.339$ Hz. The spacing is 6.68 Hz, or 1.91 nT, and the span is 46.7 Hz. The ratio of the two $q$ is 80: a factor 4 from $f^2\propto1/N^2$ and 20 from $\Delta$. The lower-manifold offsets are 198 Hz (K) and 566 Hz (Cs) in the model, good only to the two figures of the moments.

\section*{The weights}

\noindent Q: Every one of those frequencies still depends on $|B|$ alone, and the pattern is symmetric about $\nu_0$. I see no heading in it.

\medskip\noindent A: There is none, and for that reason the splitting by itself does not explain your error. The heading enters through how strongly each line appears. The model is this. Circular light along a unit vector $\mathbf k=(\sin\theta,0,\cos\theta)$ prepares, suddenly, a state $\rho$ in the upper manifold that is axially symmetric about $\mathbf k$; the spins then precess freely, and the signal is $\langle F_+\rangle$, $F_+=F_x+iF_y$. Light shifts and lower-manifold signals, which are separate sources of heading error, are left out. The weights, and with them every angular law below, belong to this free-precession scheme; a continuously pumped, rf-driven sensor has other weights, given at the end of the section on the linewidth. Since $\rho_{m-1,m}$ evolves as $e^{-2\pi i(E_{m-1}-E_m)t}$,
\begin{equation}
\langle F_+\rangle(t)=\sum_m w_m\,e^{2\pi i\nu_mt},\qquad w_m=\langle m|F_+|m-1\rangle\,\rho_{m-1,m}(0).
\end{equation}
The zero-field states $|F,m\rangle$ suffice for $w_m$. The field mixes in $|F-1,m\rangle$ with amplitude $O(x)$, but $\rho$ has no component there and $F_+$ does not change $F$, so $w_m$ changes at $O(x^2)$ and the weighted frequency at $O(x^2q)$.

The weighted mean frequency, or centroid, is $\bar\nu=\nu_0-q\sum w_m(2m-1)/\sum w_m$ to second order. Acting on $|m-1\rangle$, $F_zF_+$ supplies a factor $m$ and $F_+F_z$ a factor $m-1$, so
\begin{equation}
\sum_mw_m(2m-1)=\langle F_zF_++F_+F_z\rangle,\qquad \sum_mw_m=\langle F_+\rangle .
\end{equation}
Axial symmetry fixes both. The vector must lie along $\mathbf k$, so $\langle F_+\rangle=\langle F_k\rangle\sin\theta$. The symmetric tensor must be $\langle F_iF_j+F_jF_i\rangle=c_1\delta_{ij}+c_2k_ik_j$. Its trace gives $3c_1+c_2=2F(F+1)$, and contraction with $k_ik_j$ gives $c_1+c_2=2\langle F_k^2\rangle$. Three times the second minus the first gives $c_2=3\langle F_k^2\rangle-F(F+1)$. The $xz$ element is $c_2\sin\theta\cos\theta$ and the $yz$ element vanishes because $k_y=0$. The $\sin\theta$ cancels in the ratio:
\begin{equation}
\bar\nu=\nu_0-\kappa q\cos\theta,\qquad
\kappa=\frac{3\langle F_k^2\rangle-F(F+1)}{\langle F_k\rangle},\qquad
\delta B=-\frac{\kappa q}{\gamma}\cos\theta .
\label{centroid}
\end{equation}
The numerator of $\kappa$ is the alignment of the state (rank 2) and the denominator its orientation (rank 1). The second-order energy contains $-qF_z^2$, and its effect on the mean precession rate is proportional to the alignment. At $\theta=0$ or $\pi$ the signal itself vanishes and \eqref{centroid} holds as a limit. As $q\propto B^2$ and $\gamma$ is constant, $\delta B\propto B^2$ at this order: halving the field divides the error in tesla by four.

\medskip\noindent Q: Then the error depends on how hard I pump?

\medskip\noindent A: Yes, through $\kappa$. Let $\mu$ be the projection on $\mathbf k$, with populations $p_\mu$, and write $K=F(F+1)$. The unweighted averages over $\mu=-F,\dots,F$ are the power sums $\overline{\mu^2}=K/3$ and $\overline{\mu^4}=K(3K-1)/15$.

For pure orientation, $p_\mu\propto1+\epsilon\mu$, the odd term drops out of $\langle\mu^2\rangle=K/3$, so $\kappa=0$: the lines are split as before and the centroid has no second-order shift at any heading. For full pumping into $\mu=F$, $\kappa=(3F^2-F^2-F)/F=2F-1=n$. Then $\kappa q=3\times266.8=800$ Hz, or 114 nT, for potassium and $7\times3.339=23.4$ Hz, or 6.68 nT, for caesium.

Between these lies the spin-temperature state $\rho\propto e^{\beta F_k}=e^{\beta I_k}e^{\beta J_k}$, whose electron factor gives the polarisation $P=\langle2J_k\rangle=\tanh(\beta/2)$. For its upper-manifold part at small $\beta$, $\langle\mu\rangle=\beta K/3$, and expanding numerator and normalisation to $\beta^2$ gives
\begin{equation}
\langle\mu^2\rangle-\frac K3=\frac{\beta^2}2\Big(\overline{\mu^4}-\frac{K^2}9\Big)=\frac{\beta^2}2\,\frac{K(4K-3)}{45}.
\end{equation}
Three times this, divided by $\beta K/3$, is $\kappa=\beta(4K-3)/10=\beta(2F-1)(2F+3)/10$. The shift falls in proportion to the signal. At $P=0.5$, $\beta=1.099$ is not small, and direct summation over $e^{\beta\mu}$ gives $\kappa=1.89$ (K) and $5.43$ (Cs), or $\kappa q/\gamma=72$ nT and $5.18$ nT. This state also fills the lower manifold, so these two numbers apply to a probe that does not see it. The fully pumped state has no such restriction, and I use it from here on.

\medskip\noindent Q: Can I see this in a free-precession record?

\medskip\noindent A: For the fully pumped state the record has a closed form. That state is equivalent to $2F$ spins $\tfrac12$, each in $\cos\tfrac\theta2|\!\uparrow\rangle+\sin\tfrac\theta2|\!\downarrow\rangle$. Collecting the terms with $F+m$ spins up into normalised symmetric states gives $c_m=\binom{2F}{F+m}^{1/2}\cos^{F+m}\tfrac\theta2\,\sin^{F-m}\tfrac\theta2$. The weight is $w_m=c_mc_{m-1}\sqrt{(F+m)(F-m+1)}$. The products $(F+m)\binom{2F}{F+m}$ and $(F-m+1)\binom{2F}{F+m-1}$ both equal $2F\binom{n}{F+m-1}$. With $j=F-m$ and $p=\cos^2\tfrac\theta2$,
\begin{equation}
w_j=2F\sin\tfrac\theta2\cos\tfrac\theta2\ \binom nj\,p^{\,n-j}(1-p)^j,\qquad \nu_j=\nu_0-nq+2qj .
\label{binom}
\end{equation}
The weights are binomial. With $\phi=2\pi qt$ the binomial theorem and $2p-1=\cos\theta$ give, to second order in $x$,
\begin{equation}
\frac{\langle F_+\rangle(t)}{\langle F_+\rangle(0)}=e^{2\pi i\nu_0t}\big[pe^{-i\phi}+(1-p)e^{i\phi}\big]^n=e^{2\pi i\nu_0t}(\cos\phi-i\cos\theta\sin\phi)^n .
\end{equation}
For $\phi\ll1$ the extra phase is $-n\phi\cos\theta$, a frequency shift $-nq\cos\theta$, as in \eqref{centroid}. Over longer times the bracket runs round an ellipse once per $2\pi$ of $\phi$, clockwise if $\cos\theta>0$, so to this order the mean phase rate is $\mp nq$, with a step at $90^\circ$. That step needs equally spaced lines. The cubic term of \eqref{lines} makes the spacing uneven, and in a long undamped record with $\cos\theta>0$ the mean rate is then sure to be that of the end line while this line holds more than half of the total weight, $p^n>\tfrac12$, which is $\theta<54^\circ$ for potassium. A record short against $1/q$ shows the smooth cosine.

Short here still means long against $1/\Delta$. At $t=0$ itself, $d\langle F_+\rangle/dt=2\pi i\langle[H,F_+]\rangle=2\pi ib\langle g_JJ_++g_II_+\rangle$, because $\mathbf I\cdot\mathbf J$ commutes with $F_+$. Within the upper manifold $\mathbf J$ is proportional to $\mathbf F$ (Wigner-Eckart theorem) with the factor $1/N$ found above, so the initial rate is $b[g_I+(g_J-g_I)/N]=\nu_0$, unshifted. Terms oscillating near $\Delta$ make up the difference: their amplitude is $O(x^2)$, so their part in the instantaneous rate is of order $x^2\Delta=N^2q$. At $t=0$ it is $nq\cos\theta$ to second order, and it averages away after many hyperfine periods.

\section*{The linewidth}

\noindent Q: By your numbers potassium is 114 nT against 6.68 nT. Should I conclude that potassium is the worse sensor for heading?

\medskip\noindent A: That follows when the instrument reads the centroid, and whether it does depends on the linewidth. Let each coherence decay as $e^{-2\pi\Gamma t}$ with a common half-width $\Gamma$ and no transfer of coherence between lines by collisions. Then
\begin{equation}
\int_0^\infty\!\langle F_+\rangle\,e^{-2\pi\Gamma t-2\pi i\nu t}dt=\frac1{2\pi}\sum_j\frac{w_j}{\Gamma+i(\nu-\nu_j)},
\end{equation}
and a phase lock sits where the imaginary, dispersive part vanishes:
\begin{equation}
\sum_j w_j\,\frac{\nu-\nu_j}{\Gamma^2+(\nu-\nu_j)^2}=0 .
\label{lock}
\end{equation}

For $\Gamma$ larger than the span, expand each term as $\delta/\Gamma^2-\delta^3/\Gamma^4+\dots$ with $\delta=\nu-\nu_j$, and normalise $\sum w_j=1$. The first terms sum to $(\nu-\bar\nu)/\Gamma^2$. In the second, $\nu=\bar\nu$ suffices, and $\sum w_j(\bar\nu-\nu_j)^3=-\mu_3$, the third central moment. So $\nu=\bar\nu-\mu_3/\Gamma^2$. The binomial $j$ is a sum of $n$ independent steps taken with probability $1-p$. Each has variance $p(1-p)=\tfrac14\sin^2\theta$ and third central moment $p(1-p)(2p-1)=\tfrac14\sin^2\theta\cos\theta$, and both moments add. With the step $2q$, $\mu_3=8q^3\,n\sin^2\theta\cos\theta/4$, and
\begin{equation}
\nu=\nu_0-nq\cos\theta-\frac{2nq^3}{\Gamma^2}\sin^2\theta\cos\theta+O(\Gamma^{-4}).
\label{broad}
\end{equation}
For caesium at $45^\circ$ and $\Gamma=100$ Hz the last term is $-2\times7\times3.339^3\times0.5\times0.707/10^4=-0.018$ Hz, so the lock follows the centroid.

For $\Gamma\ll2q$ there is a zero near each line of appreciable weight. Near the end line, write $\nu=\nu_{j=0}+\delta$ with $|\delta|\ll\Gamma$. Its own term is $w_0\delta/\Gamma^2$ and line $j$ contributes $-w_j/(2qj)$, so
\begin{equation}
\delta=\Gamma^2\sum_{j=1}^n\frac{r_j}{2qj},\qquad r_j=\frac{w_j}{w_0}=\binom nj\tan^{2j}\tfrac\theta2 .
\label{pull}
\end{equation}
The heading now acts through the tails of the neighbours, and this pull falls as $1/q$: a larger splitting gives a smaller error. The result fails when $\delta$ approaches $\Gamma$, that is when the end line is too weak. The end line outweighs its neighbour while $r_1=n\tan^2\tfrac\theta2<1$, which is $\theta<60^\circ$ for potassium and $41.4^\circ$ for caesium.

\medskip\noindent Q: What do I read, in nanotesla, if I turn each sensor?

\medskip\noindent A: Choose a model width $\Gamma=20$ Hz for both atoms, which gives $2q/\Gamma=0.33$ for caesium and $27$ for potassium, and add potassium at $\Gamma=5$ kHz as a broadened cell. The lock points below come from diagonalising $H$ numerically in the uncoupled basis (dimension 16 or 8), forming all amplitudes of $\langle F_+\rangle$ and solving \eqref{lock} by Brent's method, at the strongest line when lines are resolved. Entries are $\nu-\nu_0$ in hertz.
\begin{center}
\begin{tabular}{lrrr}
 & $30^\circ$ & $50^\circ$ & $150^\circ$\\
Cs, $-nq\cos\theta$ & $-20.24$ & $-15.02$ & $20.24$\\
Cs, 20 Hz & $-20.46$ & $-15.33$ & $20.46$\\
K, $-nq\cos\theta$ & $-693.2$ & $-514.5$ & $693.2$\\
K, 5 kHz & $-693.4$ & $-516.0$ & $695.0$\\
K, 20 Hz & $-799.06$ & $-798.69$ & $801.50$
\end{tabular}
\end{center}
Caesium follows the cosine to within 0.22 Hz at $30^\circ$ and 0.31 Hz at $50^\circ$, or 1\% and 2\% of the shift. The departure has the sign of the last term of \eqref{broad}, but 20 Hz is less than the 46.7 Hz span, so that series gives no reliable size here. Turning from $30^\circ$ to $50^\circ$ moves the reading by $20.46-15.33=5.13$ Hz, which is $5.13/3.498=1.47$ nT.

Narrow-line potassium sits on the end line at $-799.23$ Hz. At $30^\circ$, $\tan^215^\circ=0.0718$, the sum $\sum r_j/j$ is $0.2154+0.0077+0.0001=0.2232$, and \eqref{pull} gives $(400/533.6)\times0.2232=0.167$ Hz. At $50^\circ$, $\tan^225^\circ=0.2174$, the sum is $0.652+0.071+0.003=0.727$, and the pull is $0.545$ Hz. The numerical swing is 0.379 Hz, or 0.054 nT, which in nanotesla is 27 times smaller than the 1.47 nT of caesium at the same $\Gamma$; the factor belongs to this $\Gamma$, since the pull \eqref{pull} grows as $\Gamma^2$, and to headings below $60^\circ$. It is about 3 at $\Gamma=60$ Hz and about 1 at 100 Hz. It also assumes pure $^{39}$K: the 6.7\% of $^{41}$K in natural potassium has lines nearby and, if pumped alike, raises the swing to about 0.42 Hz, a factor of 24. Broadened to 5 kHz, the same atom swings by 177 Hz, or 25 nT.

The last column qualifies the advantage. From $30^\circ$ to $150^\circ$ caesium moves by 40.9 Hz, or 11.7 nT. Narrow-line potassium moves by 1601 Hz, or 228.5 nT, because the strongest line is now the opposite end, $2nq$ away. On the way the strongest line changes three times, by \eqref{binom} at $60^\circ$, $90^\circ$ and $120^\circ$, and a lock on the strongest line moves by about $2q$ each time. These steps are discrete and their sizes follow from \eqref{lines}, so they can be removed if the sensor knows which line it holds; the continuous pull remains, up to 0.9 Hz near a change of line at $\Gamma=20$ Hz and varying by up to 1.1 Hz, or 0.16 nT, over the range of a middle line. The caesium shift is continuous in $\theta$ and carries $\kappa$, so its correction needs the heading and the state of polarisation.

These numbers do not carry over to a sensor that is pumped continuously and driven by a weak rf field. There the coherences of the pumped state average out, only its populations $p_m$ along $\mathbf B$ remain, and the weights are $(p_m-p_{m-1})|\langle m|F_+|m-1\rangle|^2$. With $|\langle m|F_+|m-1\rangle|^2=K-m(m-1)$ their sum is $2\langle F_z\rangle$, and their sum with the factor $2m-1$ is $6\langle F_z^2\rangle-2K$, so for relaxation toward the same axially symmetric state the centroid shift is $-\kappa q\,(3\cos^2\theta-1)/(2\cos\theta)$. For the fully pumped state and $\Gamma=20$ Hz the caesium lock then moves from $-17.0$ to $-5.8$ Hz, or 3.2 nT, between $30^\circ$ and $50^\circ$, and the potassium end line stops being the strongest at $\tan\tfrac\theta2=\tfrac13$, or $37^\circ$, inside that range.

\section*{The third order}

\noindent Q: The potassium entries at $30^\circ$ and $150^\circ$ are not equal and opposite. If I average two cells pumped with opposite helicity, what is left?

\medskip\noindent A: Reversing the helicity sends $\mathbf k\to-\mathbf k$, that is $\theta\to\pi-\theta$ with a half-turn about $\mathbf B$ that leaves the relative weights alone. By \eqref{binom} this exchanges $p$ and $1-p$ and mirrors the weights, $\bar m\to-\bar m$. For cells with equal populations $p_\mu$ and equal $\Gamma$, terms odd in $\bar m$ cancel in the average, and these include the whole second-order shift. The cubic term of \eqref{lines} is even and survives; it is the asymmetry you noticed. For potassium $f^3/\Delta^2=0.2032$ Hz, and the end lines, $\bar m=\pm\tfrac32$, have the bracket $13.5+0.5-8=6$, a shift of $+1.22$ Hz or 0.17 nT. This turns $\mp800.45$ Hz into the line positions $-799.23$ Hz and $+801.67$ Hz. For caesium $f^3/\Delta^2=6.36\times10^{-5}$ Hz and the end-line bracket is $73.5+0.5-32=42$, giving $2.7\times10^{-3}$ Hz.

For the centroid the cubic term needs $\langle\bar m^2\rangle$. Since $\bar m=n/2-j$ has mean $\tfrac n2\cos\theta$ and variance $\tfrac n4\sin^2\theta$,
\begin{equation}
\frac{\bar\nu(\theta)+\bar\nu(\pi-\theta)}2-\nu_0=\frac{f^3}{\Delta^2}\Big[\frac32\big(n\sin^2\theta+n^2\cos^2\theta\big)+\frac12-\frac{N^2}2\Big].
\end{equation}
At $30^\circ$ the potassium bracket is $1.5\times(0.75+6.75)+0.5-8=3.75$, which leaves 0.762 Hz, or 0.11 nT. The caesium bracket is $1.5\times(1.75+36.75)+0.5-32=26.25$, which leaves $1.67\times10^{-3}$ Hz, or $4.8\times10^{-4}$ nT. This remainder still varies with heading and grows as $B^3$. At $50\ \mu$T, within this model, the second-order expansion serves caesium to better than $10^{-3}$ nT, while potassium needs the cubic term once the aim is a tenth of a nanotesla.

All numerical values are calculated from the stated model.
